\section*{How a Magnetic Field Changes Capture and Emission at a Trap}

\section{Problem}

A trap in the gate oxide of a transistor exchanges electrons with the channel, and the channel current switches between two values as the trap fills and empties. The empty trap has no unpaired spin. The filled trap holds one electron with spin $1/2$ and $g=2$. Let $\tau_c$ be the mean time the trap stays empty before a capture, and $\tau_e$ the mean time it stays filled before an emission. The channel is a reservoir in equilibrium at temperature $T=1$ K and chemical potential $\mu$.

\begin{enumerate}
\item By what factor does a field $B=8$ T change $R=\tau_c/\tau_e$?
\item Find both times at 0 and 8 T when the trap level lies $0.20$ meV above $\mu$ in zero field and electrons tunnel elastically at a rate $\Gamma=100\ \mathrm{s^{-1}}$ per spin.
\item How does the answer to the first question change if the trap alternates instead between one electron and a two-electron singlet?
\end{enumerate}

Let $E_T$ be the energy needed to fill the trap in zero field, and write $\varepsilon=E_T-\mu$. The chemical potential is held fixed relative to the zero-field trap level, so $\varepsilon$ is the same with and without the field. This matters because the trap responds to $\mu$ measured from its own level. The field is taken to act on the trap through the electron spin alone, and in the first two questions a second electron is excluded by Coulomb repulsion.

\section{A tempting solution}

The field splits the filled state into two levels, displaced by $\mp h$, where
\begin{equation}
h=\tfrac12 g\mu_B B=\mu_B B=0.057884\times 8\ \mathrm{meV}=0.4631\ \mathrm{meV}.
\end{equation}
The thermal energy at 1 K is $kT=0.08617$ meV, so
\begin{equation}
x\equiv\frac{h}{kT}=5.374 .
\end{equation}
The splitting $2h$ is more than ten times $kT$, so the electron occupies the lower level. A level at $\varepsilon$ is filled with odds $e^{-\varepsilon/kT}$, which gives $R=e^{\varepsilon/kT}$. Replacing $\varepsilon$ by $\varepsilon-h$ then gives
\begin{equation}
\frac{R(B)}{R(0)}=e^{-x}=0.0046
\qquad\text{(wrong).}
\end{equation}

\section{Where it fails}

Reversing the field exchanges the roles of the two spin states but leaves the pair of energies unchanged. The ratio must therefore be even in $B$. The expression $e^{-x}$ is not even. Writing $|B|$ in place of $B$ would repair the symmetry only by putting a kink at $B=0$, which a sum of two Boltzmann factors at finite temperature cannot have.

The fault lies in the zero-field reference, not in the treatment of 8 T. At 8 T the upper level has a Boltzmann weight $e^{-2x}\approx2\times10^{-5}$ relative to the lower one, and dropping it is harmless. At zero field the two levels coincide and have equal weights. There are then two ways to fill the trap and one way to leave it empty, but the argument counted a single way to fill it.

\section{Correct solution}

\subsection{From times to occupations}

Captures and emissions alternate. In a long record with $N$ captures, the total empty time is $N\tau_c$ and the total filled time is $N\tau_e$, apart from an end correction that becomes negligible as $N$ grows. If $P_0$ and $P_1$ are the probabilities of finding the trap empty and filled, then
\begin{equation}
\frac{\tau_c}{\tau_e}=\frac{P_0}{P_1}.
\label{eq:times}
\end{equation}
Only mean times enter, so the filled times need not follow a single exponential distribution.

In equilibrium with the reservoir, a state with $n$ electrons and energy $E$ has weight $e^{-(E-n\mu)/kT}$. The empty state has weight 1. The filled states lie at $\varepsilon_\mp=\varepsilon\mp h$ relative to $\mu$, and their weights add:
\begin{align}
\frac{P_1}{P_0}
&=e^{-(\varepsilon-h)/kT}+e^{-(\varepsilon+h)/kT}\nonumber\\
&=e^{-\varepsilon/kT}\left(e^{x}+e^{-x}\right)
=2\cosh x\;e^{-\varepsilon/kT}.
\end{align}
Inverting this and using Eq.~\eqref{eq:times},
\begin{equation}
R(B)=\frac{e^{\varepsilon/kT}}{2\cosh x}.
\label{eq:ratio}
\end{equation}
At zero field $\cosh x=1$ and $R(0)=\tfrac12e^{\varepsilon/kT}$. The quotient no longer contains $\varepsilon$:
\begin{equation}
\boxed{\frac{R(B)}{R(0)}=\frac{1}{\cosh x}}
\qquad
\frac{R(8\ \mathrm{T})}{R(0)}=\frac{1}{107.8}=0.00927 .
\label{eq:factor}
\end{equation}
The field reduces the capture-to-emission time ratio by a factor of about 108. The tempting solution predicted a reduction twice as large.

Lattice relaxation around the trapped electron does not alter this factor if the vibrations are independent of spin and field. Their partition functions then multiply $P_1/P_0$ by a constant, which cancels in Eq.~\eqref{eq:factor}.

\subsection{The same ratio from the rates}

The second question needs the separate times, and these depend on the mechanism. For elastic tunnelling, an electron can enter spin level $s$ if the reservoir state at that energy is occupied, and can leave if it is vacant. With the Fermi function $f_s=1/(e^{\varepsilon_s/kT}+1)$, the capture and emission rates are
\begin{equation}
c_s=\Gamma f_s,\qquad e_s=\Gamma(1-f_s),\qquad
\frac{c_s}{e_s}=e^{-\varepsilon_s/kT}\equiv w_s .
\label{eq:rates}
\end{equation}
The two capture channels act in parallel, so
\begin{equation}
\tau_c=\frac{1}{c_-+c_+}.
\label{eq:tauc}
\end{equation}

Once captured, the electron may also flip its spin. Let $u$ be the rate from the lower to the upper level and $d$ the reverse rate. Thermal equilibrium requires $u\,w_-=d\,w_+$. If $t_s$ is the mean time to emission starting from level $s$, then
\begin{align}
(e_-+u)\,t_--u\,t_+&=1,\\
(e_++d)\,t_+-d\,t_-&=1 .
\end{align}
These equations follow from considering a short interval $\delta t$: the remaining time falls by $\delta t$, ends with probability $e_s\delta t$, or changes to that of the other spin with the flip probability. Multiply the first equation by $w_-$ and the second by $w_+$, and add them. The flip terms combine to $(u w_--d w_+)(t_--t_+)$, which is zero. Since $w_se_s=c_s$, what remains is
\begin{equation}
c_-t_-+c_+t_+=w_-+w_+ .
\end{equation}
A capture enters level $s$ with probability $c_s/(c_-+c_+)$. The mean filled time is therefore
\begin{equation}
\tau_e=\frac{c_-t_-+c_+t_+}{c_-+c_+}
=\tau_c\,(w_-+w_+),
\label{eq:taue}
\end{equation}
which reproduces Eq.~\eqref{eq:ratio}. Spin relaxation, fast or slow, changes neither mean time in this model.

\subsection{The two times}

At zero field, $\varepsilon/kT=0.20/0.08617=2.321$ and $f=1/(e^{2.321}+1)=0.0894$ for each spin. Hence
\begin{align}
\tau_c&=\frac{1}{2\times100\times0.0894}\ \mathrm{s}=55.9\ \mathrm{ms},\\
\tau_e&=\frac{1}{100\times(1-0.0894)}\ \mathrm{s}=11.0\ \mathrm{ms},
\end{align}
and $R(0)=5.09$.

At 8 T the levels lie at $-0.2631$ and $+0.6631$ meV relative to $\mu$. The lower one has $f_-=0.955$. The upper one has $f_+=0.0005$ and receives only that small part of the captures. Equations \eqref{eq:tauc} and \eqref{eq:taue} give
\begin{align}
\tau_c&=\frac{1}{100\times(0.955+0.0005)}\ \mathrm{s}=10.5\ \mathrm{ms},\\
\tau_e&=\frac{\tau_c}{R(8\ \mathrm{T})}
=\frac{10.47\ \mathrm{ms}}{0.04723}=222\ \mathrm{ms}.
\end{align}
The trap, mostly empty before, is now mostly filled.

The factor of 108 is shared unequally: $\tau_c$ falls about 5-fold and $\tau_e$ rises about 20-fold. Capture into the lower level cannot be faster than $\Gamma$, and it is already close to that limit. Emission from this level requires a vacant reservoir state below $\mu$, and such states become exponentially rare as the level sinks. This division depends on $\varepsilon$ and on the elastic mechanism, whereas the factor in Eq.~\eqref{eq:factor} does not.

\subsection{Weak and strong fields}

For $x\ll1$, $1/\cosh x\simeq1-x^2/2$. The linear terms from the two spin levels cancel, as the symmetry under field reversal requires. For $x\gg1$, $1/\cosh x\simeq2e^{-x}$. The 2 is the spin degeneracy of the zero-field reference, the quantity missing from the tempting solution. At 1 K the factor is 0.81 at 1 T, 0.49 at 2 T and 0.14 at 4 T.

The field acts on $R$ as if it moved a spin-degenerate level by
\begin{equation}
\Delta=-kT\ln\cosh x=-0.403\ \mathrm{meV},
\end{equation}
because $e^{\Delta/kT}=1/\cosh x$. For $x\gg1$ this becomes $\Delta\simeq-h+kT\ln2$. The shift is smaller in size than $h=0.463$ meV because the field lowers the energy of the filled trap by $h$ but also removes the spin entropy $k\ln2$ that favoured filling at zero field.

\subsection{A trap that starts with one electron}

Now let capture take the trap from one electron to a singlet pair in the same orbital, with repulsion $U$. The singlet has no Zeeman splitting and has weight $e^{-(2\varepsilon+U)/kT}$. The trap alternates between these two states only if it practically never empties. This needs the first level well below $\mu$, $-\varepsilon\gg kT$, while $\varepsilon+U$ lies near zero, so the value $\varepsilon=0.20$ meV of the second question does not carry over. Under this condition the argument behind Eq.~\eqref{eq:times} still applies, with one electron before capture and two after it:
\begin{equation}
\frac{\tau_c}{\tau_e}=\frac{P_1}{P_2}
=\frac{2\cosh x\,e^{-\varepsilon/kT}}{e^{-(2\varepsilon+U)/kT}}
=2\cosh x\;e^{(\varepsilon+U)/kT}.
\end{equation}
The field now \emph{raises} the ratio by $\cosh x\approx108$, since it stabilises the state before capture. At fixed $\varepsilon$ and $U$, the direction of the change distinguishes these two cases.

\section{What a real transistor changes}

The numbers below use rough, illustrative parameters for a silicon transistor. Measured trap times spread over many decades, so $\Gamma$ is only an example. Capture by oxide traps also commonly involves lattice relaxation, so the separate times found above illustrate the elastic model and are not predictions for a particular device. Even if $U$ were only 30 meV, double occupation in the first case would be negligible: $P_2/P_1<10^{-150}$ at 8 T. For a mean square trap radius $\langle\rho^2\rangle=1\ \mathrm{nm^2}$ across the field, the diamagnetic energy $e^2B^2\langle\rho^2\rangle/8m_e$ is 1.4 $\mu$eV and raises $R(8\ \mathrm{T})$ by 1.6\%. Increasing $g$ by 0.01 lowers the factor by 2.7\%. The factor depends on $g$ and $T$ only through $g/T$, so it is equally sensitive to a relative error in temperature: if the electrons are at 1.1 K at both fields, the factor is 0.0151 instead of 0.0093.

The assumption most at risk is fixed $\varepsilon$. Consider a channel with $10^{12}$ electrons per $\mathrm{cm^2}$, two valleys and an effective mass $m=0.19\,m_e$. Its Fermi energy is 6.3 meV. In an in-plane field at fixed density, one spin band gains as many electrons as the other loses, because the density of states is constant. For non-interacting electrons, spin polarization then leaves $\mu$, measured from the subband edge, essentially unchanged while $h$ is well below the Fermi energy. Interactions make the spin susceptibility $\chi$ depend on density and shift $\mu$ by $-\tfrac12B^2\,d\chi/dn$. If $\chi$ is 1.5 to 2 times the free value, with the excess falling as $n^{-1/2}$, this shift is 4 to 9 $\mu$eV, or 5 to 9\% in $R$. The edge itself rises by $e^2B^2\langle\delta z^2\rangle/2m$, which is 30 $\mu$eV for an electron layer of rms thickness 1 nm. If $\mu$ rises by this full amount relative to the trap, $R(8\ \mathrm{T})$ is multiplied by a further 0.71. This overstates the effect, because the field also increases the effective mass for in-plane motion perpendicular to it, and the larger density of states lowers the Fermi energy at this fixed density. For parabolic confinement the fraction of the rise that is cancelled is $4m_z\langle\delta z^2\rangle E_F/\hbar^2$, with $m_z=0.916\,m_e$ across the layer. At 1 nm this is 9 of the 30 $\mu$eV, so the multiplier becomes 0.79. At 1.5 nm it is 45 of 66 $\mu$eV, so this thicker layer gives about the same net shift. When the confining potential is treated self-consistently at the Hartree level, with depletion charges of $10^{11}$ to $10^{12}$ per $\mathrm{cm^2}$, the net rise is about 7 to 16 $\mu$eV and the multiplier about 0.92 to 0.83.

A perpendicular field is more serious. Half the Landau-level spacing, $\hbar eB/2m$, is 2.4 meV, six times the size of $\Delta$. Movements of $\mu$ on this scale could hide the spin effect or reverse its sign. Holding the gate voltage constant therefore does not by itself meet the condition in the problem.

The gate can also express the result as a voltage. Suppose that a more positive gate lowers the trap level relative to $\mu$ by 0.1 eV per volt. Restoring the zero-field ratio at 8 T means raising the level by 0.403 meV, a gate change of
\begin{equation}
\Delta V_G=-\frac{0.403\ \mathrm{meV}}{0.1\ \mathrm{eV/V}}=-4.0\ \mathrm{mV}.
\end{equation}

All numerical values are calculated from the stated model.
